# Why small alpha does not make the QED series converge

**Question**

Quantities such as the electron's magnetic moment are calculated in QED as power series in \(\alpha\approx 1/137\). Each extra order brings another factor of \(\alpha\), so I took it for granted that the series converges, and quickly. Now I am told that it probably diverges, because of an argument by Dyson about a world in which \(\alpha\) is negative. But \(\alpha\) is not negative. How can an imaginary world affect a sum evaluated at \(+1/137\)? And if the series does diverge, why are its first few terms any use?

**Answer**

The factor \(\alpha^n\) is half of each term. The other half is the coefficient, and convergence depends on how fast the coefficients grow. Dyson's argument gives a strong physical reason to expect that they grow too fast for any nonzero \(\alpha\). It is not a proof, but there is a simple integral that has the same kind of instability and for which one can prove both that the series diverges and why its first terms are useful.

### Why negative alpha matters

Write the series as \(\sum_n c_n\alpha^n\), and suppose it converges at some positive value \(\alpha_0\). The terms of a convergent series tend to zero, so they are bounded: \(|c_n|\alpha_0^n\le M\) for some number \(M\). At any other \(\alpha\), of either sign,

\[
|c_n\alpha^n| = |c_n|\alpha_0^n\left|\frac{\alpha}{\alpha_0}\right|^n \le M\left|\frac{\alpha}{\alpha_0}\right|^n .
\]

For \(|\alpha|<\alpha_0\) the right side is a term of a convergent geometric series. Convergence at \(\alpha_0\) therefore forces convergence for all \(-\alpha_0<\alpha<0\) too, to a smooth function that passes through \(\alpha=0\) without incident. This is how the imaginary world enters: the same coefficients serve both signs.

If instead \(c_n\) grew like \(n!\), the ratio of successive terms would have size \((n+1)|\alpha|\). However small \(\alpha\) is, this passes 1 at some order, and the terms grow from there on.

### Dyson's unstable world

In Gaussian units \(\alpha=e^2/(\hbar c)\), and two charges \(e\) at distance \(r\) have energy \(e^2/r\). Negative \(\alpha\) means replacing \(e^2\) by \(-e^2\): like charges attract and unlike charges repel.

In that world, create \(N\) electron–positron pairs, which conserves charge. Collect the electrons in one ball of radius \(R\) and the positrons in another, with centres a distance \(D>2R\) apart. I estimate the energy in mean field, with uniform density and large \(N\), leaving out exchange, correlation and radiation.

*Kinetic energy.* The exclusion principle makes the electrons fill momentum states up to \(\hbar k_F\). With two spin states and volume \(V=4\pi R^3/3\),

\[
N=2\,\frac{V}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{Vk_F^3}{3\pi^2}
\quad\Rightarrow\quad
k_F=\left(\frac{9\pi N}{4}\right)^{1/3}\frac1R .
\]

The mean of \(k\) over the filled sphere is \(\int_0^{k_F}k^3dk\big/\int_0^{k_F}k^2dk=\tfrac34k_F\). Since \(\sqrt{p^2c^2+m^2c^4}\le pc+mc^2\), the energy of one ball, rest energy included but interaction excluded, is at most

\[
Nmc^2+k\,N^{4/3}\,\frac{\hbar c}{R},\qquad k=\frac34\left(\frac{9\pi}{4}\right)^{1/3}\approx1.439 .
\]

*Interaction energy.* Assemble a uniform ball of charge \(Q\) from thin shells. When its radius is \(r\) it holds \(q=Qr^3/R^3\), and the next shell brings \(dq=3Qr^2dr/R^3\). With the ordinary sign of the force the work is

\[
\int\frac{q\,dq}{r}=\frac{3Q^2}{R^6}\int_0^R r^4dr=\frac{3Q^2}{5R}.
\]

Here \(Q^2=N^2e^2\), and the reversed force turns this into \(-\tfrac35|\alpha|N^2\hbar c/R\) for each ball. The two balls carry opposite charges, so they now repel, with energy \(+|\alpha|N^2\hbar c/D\). In total

\[
E\le 2Nmc^2+2kN^{4/3}\frac{\hbar c}{R}-|\alpha|N^2\hbar c\left(\frac{6}{5R}-\frac1D\right).
\]

The last bracket is positive because \(D>2R\). At fixed \(R\) and \(D\), the term in \(N^2\) beats those in \(N\) and \(N^{4/3}\) once \(N\) is large enough. Within this estimate the energy has no lower bound, for any negative \(\alpha\).

For numbers, take \(|\alpha|=1/137\), \(R=\hbar/(mc)\) and \(D=10R\). Then \(\hbar c/R=mc^2\) and

\[
\frac{E}{mc^2}\le 2N+2.879\,N^{4/3}-1.1\,|\alpha|N^2 .
\]

The right side first rises, to about \(6.2\times10^4\) near \(N=3900\), and then falls. It vanishes near \(N=7160\): dividing by \(N\), the positive part is \(2+2.879\times19.27\approx57.5\), and the negative part is \(1.1\times0.007297\times7160\approx57.5\). At twice that number of pairs it is about \(-6\times10^5\). These digits belong to the large-\(N\) formulas. Filling the actual levels of a hard-walled ball at this \(N\) raises \(k\) to about 1.50 and the factor \(\tfrac35\) to about 0.62, which moves the zero to roughly 7250 pairs and the top to about \(6.7\times10^4\).

These numbers describe an upper bound, which shows that the energy becomes negative but not that it is positive before. For that, use \(\sqrt{p^2c^2+m^2c^4}\ge pc\) and drop the positive repulsion: \(E\ge\left(2kN^{4/3}-\tfrac65|\alpha|N^2\right)\hbar c/R\). This is positive for every \(R\) and \(D\) as long as \(N<\left(5k/(3|\alpha|)\right)^{3/2}\), which is about 6000 pairs for \(|\alpha|=1/137\). That figure assumes uniform density. A ball that is denser at its centre turns negative sooner: in the same Fermi-gas estimate the most favourable profile, the one known from the Chandrasekhar limit of white dwarfs, lowers the threshold to about 5000 pairs, with the same power of \(|\alpha|\). So, within this estimate, the empty vacuum is separated by a barrier from states of ever lower energy. A smaller \(|\alpha|\) moves the barrier outwards without removing it. When the rest energy is negligible, the balance \(2.879N^{4/3}=1.1|\alpha|N^2\) gives \(N\propto|\alpha|^{-3/2}\), so a hundredfold smaller coupling needs about a thousand times more pairs. The numerical check finds a factor of 999.5 between \(\alpha/10^4\) and \(\alpha/10^6\).

Now combine this with the previous section. A convergent series would supply smooth, ordinary values on an interval of negative \(\alpha\), where the theory appears to have no stable vacuum at all. The natural conclusion is that there is no such interval, so that the radius of convergence is zero.

### Why this is not yet a proof

Apart from the approximations in the energy, there is a logical gap. A definition may fail at negative coupling while the function it defines at positive coupling continues there quite happily. Consider

\[
F(g)=g\int_0^\infty e^{-gt}\,dt .
\]

For every \(g>0\) this equals \(g\cdot(1/g)=1\). For every \(g<0\) it diverges: cut off at \(t=L\), it is \(1-e^{|g|L}\), which runs to \(-\infty\). Yet the power series of \(F\) is just \(1\), which converges everywhere. Instability at negative coupling thus suggests a zero radius without establishing it. Knowing how the coefficients grow would settle the question.

### A model in which the coefficients are known

Take a single variable \(x\) in place of the quantum fields, and a dimensionless coupling \(g\ge0\):

\[
Z(g)=\frac1{\sqrt{2\pi}}\int_{-\infty}^{\infty}e^{-x^2/2-gx^4/4}\,dx .
\]

This is finite for every \(g\ge0\), and \(Z(0)=1\). For every \(g<0\) the quartic term wins at large \(|x|\) and the integral diverges, as in Dyson's world.

Perturbation theory expands the quartic exponential and integrates term by term:

\[
Z(g)\sim\sum_{n}a_ng^n,\qquad
a_n=\frac{(-1)^n}{4^nn!}\,\frac{2}{\sqrt{2\pi}}\int_0^\infty x^{4n}e^{-x^2/2}\,dx .
\]

Substitute \(u=x^2/2\), so that \(x=\sqrt{2u}\) and \(dx=du/\sqrt{2u}\):

\[
\frac{2}{\sqrt{2\pi}}\int_0^\infty(2u)^{2n-1/2}e^{-u}du
=\frac{2\cdot2^{2n-1/2}}{\sqrt{2\pi}}\,\Gamma(2n+\tfrac12)
=\frac{4^n}{\sqrt\pi}\,\Gamma(2n+\tfrac12).
\]

The factors \(4^n\) cancel, leaving

\[
a_n=(-1)^n\,\frac{\Gamma(2n+\frac12)}{\sqrt\pi\;n!} .
\]

The sizes for \(n=0,\dots,4\) are 1, 0.75, 3.28, 27.1 and 330. To find the growth, use \(\Gamma(z+1)=z\Gamma(z)\) twice:

\[
\left|\frac{a_{n+1}}{a_n}\right|=\frac{(2n+\frac32)(2n+\frac12)}{n+1}
=\frac{4n(n+1)+\frac34}{n+1}=4n+\frac{3}{4(n+1)} .
\]

Successive terms of the series have a ratio of size \(|g|\) times this, which exceeds 1 at large \(n\) for any \(g\ne0\). The radius of convergence is zero. In this model that is a theorem.

### Why the first terms are still good

Let \(S_N\) be the sum of the \(N\) terms \(n=0,\dots,N-1\), and let \(R_N=Z-S_N\) be its error. It can be bounded by starting from the exponential inside the integral. For \(y\ge0\) define

\[
r_N(y)=e^{-y}-\sum_{n=0}^{N-1}\frac{(-y)^n}{n!} .
\]

I claim that \((-1)^Nr_N(y)\) lies between 0 and \(y^N/N!\). For \(N=0\) this says \(0\le e^{-y}\le1\), which is true. For \(N\ge1\), differentiation gives \(r_N'=-r_{N-1}\), and \(r_N(0)=0\), so

\[
(-1)^Nr_N(y)=\int_0^y(-1)^{N-1}r_{N-1}(s)\,ds .
\]

If the claim holds for \(N-1\), the integrand lies between 0 and \(s^{N-1}/(N-1)!\), and the integral lies between 0 and \(y^N/N!\). The claim follows for every \(N\). Setting \(y=gx^4/4\) and averaging over the Gaussian gives

\[
0\le(-1)^NR_N\le|a_N|g^N .
\]

The error has the sign of the first omitted term and is no larger than it. At fixed \(N\) it vanishes at least as fast as \(g^N\) when \(g\to0\). A series with this property is called asymptotic. Convergence asks what happens when \(N\to\infty\) at fixed \(g\); here the question is what happens when \(g\to0\) at fixed \(N\), and the answers can differ.

There is also a limit to how good the sums can get. Since \(R_N-R_{N+1}=a_Ng^N\) and the two errors have opposite signs,

\[
|R_N|+|R_{N+1}|=|a_N|g^N .
\]

Of two successive errors, at least one is half the term between them or more. Once the terms grow without limit, the errors cannot stay small.

### The best place to stop

The terms shrink while \(4gn\) is below about 1 and grow afterwards, so the smallest has \(n\approx1/(4g)\). For its size at small \(g\), use Stirling's formula in the forms \(\Gamma(2n+\frac12)\approx\sqrt{2\pi}\,(2n)^{2n}e^{-2n}\) and \(n!\approx\sqrt{2\pi n}\,n^ne^{-n}\):

\[
|a_n|g^n\approx\frac{1}{\sqrt\pi}\,\frac{\sqrt{2\pi}\,(2n)^{2n}e^{-2n}}{\sqrt{2\pi n}\,n^ne^{-n}}\,g^n
=\frac{1}{\sqrt{\pi n}}\left(\frac{4gn}{e}\right)^n .
\]

At \(4gn=1\) the bracket is \(1/e\), and \(1/\sqrt{\pi n}=2\sqrt{g/\pi}\). Hence

\[
\text{smallest term}\approx2\sqrt{\frac g\pi}\;e^{-1/(4g)} .
\]

Stopping just before this term makes the error no larger than it. If the errors on its two sides are nearly equal, the sum rule above makes each about half of it:

\[
|R|_{\rm best}\approx\sqrt{\frac g\pi}\;e^{-1/(4g)} .
\]

I have not proved that near-equality; the numbers support it. Take \(g=0.02\), where \(Z=0.986136\):

| \(N\) | first omitted term | error \(R_N\) |
|---|---|---|
| 1 | \(-1.50\times10^{-2}\) | \(-1.39\times10^{-2}\) |
| 3 | \(-2.17\times10^{-4}\) | \(-1.76\times10^{-4}\) |
| 13 | \(-5.84\times10^{-7}\) | \(-2.92\times10^{-7}\) |
| 20 | \(+3.13\times10^{-6}\) | \(+1.23\times10^{-6}\) |
| 30 | \(+2.45\times10^{-3}\) | \(+7.32\times10^{-4}\) |
| 40 | \(+60.7\) | \(+14.7\) |

Here \(1/(4g)=12.5\), and the best sum keeps 13 terms. The formula gives \(0.0798\times3.73\times10^{-6}=2.97\times10^{-7}\), within 2% of the actual error. With 30 terms the result is worse than with 3, and with 40 it is useless.

The best error falls steeply with the coupling. At \(g=0.05\) it is \(8.0\times10^{-4}\), and at \(g=0.01\) it is \(7.7\times10^{-13}\). In both of these cases the best sum includes the smallest term instead of stopping just before it. By the sum rule, the errors just before and just after the smallest term add up to its size, and in these cases the second is the smaller: for \(g=0.05\) they are \(8.7\times10^{-4}\) and \(8.0\times10^{-4}\). "Stop at the smallest term" is a guide that can be off by one.

What remains is not negligible in principle. As \(g\to0^+\), \(e^{-1/(4g)}\) vanishes faster than any power of \(g\). Adding it to \(Z\) would change the function without changing a single coefficient \(a_n\). So the coefficients alone, without further information about the function, do not determine its value.

### How the good series feels the bad world

The model also shows how a sum at positive \(g\) is affected by the instability at negative \(g\). The term of order \(n\) comes from the integral of \(x^{4n}e^{-x^2/2}\). The logarithm of this integrand, \(4n\ln x-x^2/2\), is stationary when \(4n/x=x\), so the main contribution comes from around

\[
x^2=4n .
\]

Higher orders probe larger \(x\). Now reverse the coupling, replacing \(g\) by \(-g\) and keeping \(g>0\) for its size. The integrand becomes \(e^{-V}\) with

\[
V(x)=\frac{x^2}{2}-\frac{gx^4}{4},\qquad V'(x)=x-gx^3 .
\]

This has a barrier whose top is at \(x^2=1/g\), with height \(1/(2g)-1/(4g)=1/(4g)\). Beyond it \(V\) falls without limit. The order \(n=1/(4g)\), at which the terms stop shrinking, draws its value from \(x^2=4n=1/g\), the top of that barrier. The height of the barrier is also the number in the exponent of the best error.

The coefficients do not know which sign of \(g\) they will be used with. Low orders sample the region inside the barrier, where both signs of the coupling look harmless. High orders sample the region beyond it, where the reversed system runs away.

For coupling \(-0.02\), that is \(g=0.02\) in \(V\), the barrier top is at \(x=7.07\), with height 12.5, and \(V\) returns to zero at \(x=10\). If the integral is cut off at \(|x|=8\), its value is 1.017, which looks perfectly healthy. Cut off at 12 it is \(2\times10^{12}\), and at 14 it is \(10^{39}\). A weak instability can hide behind a high barrier, just as the energy in Dyson's world can become negative only beyond thousands of pairs.

### What this says about QED

If you put \(g=0.0073\), the numerical value of \(\alpha\), into the model, the best sum keeps 35 terms and misses \(Z\), which is close to 1, by about \(6\times10^{-17}\). A divergent series can therefore be extraordinarily accurate when the coupling is small.

Those two numbers are not predictions for QED. The model has one variable, while QED has fields, fermions and renormalization, and its coefficients follow their own law. Neither the best order nor the smallest error in QED can be read off from this integral. Nor does the rule that the error is smaller than the first omitted term carry over automatically, since its proof used the particular form of \(Z\).

What does carry over is the logic. Agreement at low orders shows that the first terms approximate the answer well, which an asymptotic series can do without converging. Small \(\alpha\) is the reason to expect the early terms to fall quickly; it gives no guarantee about the late ones. And if the series diverges, that alone does not make the theory inconsistent: \(Z(g)\) is a perfectly definite number for every positive \(g\), although its expansion diverges at all of them.

The numerical check below compares the coefficients, error bounds and best truncations with direct integration, and evaluates the energy estimate for Dyson's two balls.

## Values computed for the example and the checks

```
alpha = 0.007297353 (dimensionless), 1/alpha = 137.0360
Dyson configuration, e^2 -> -e^2, R = hbar/(mc), D = 10 R
kinetic coefficient k = 1.4394
Coulomb coefficient: sampled 0.6002, formula 0.6000
barrier top at N = 3882 pairs, energy bound 6.243e+04 mc^2
energy bound is zero at N = 7162 pairs
energy bound at twice that N = -6.169e+05 mc^2
energy with full kinetic term there = -6.451e+05 mc^2
zero-energy N for alpha/100 = 6.829e+06 pairs
growth of that N from alpha/1e4 to alpha/1e6 = 999.5 times
model coefficients |a_n| from direct moments (dimensionless)
  n =  0  |a_n| = 1.0
  n =  1  |a_n| = 0.75
  n =  2  |a_n| = 3.28125
  n =  3  |a_n| = 27.0703125
  n =  4  |a_n| = 329.919434
  n =  5  |a_n| = 5328.19885
  n = 10  |a_n| = 8.40538464e+10
model at g = 0.02: Z = 0.986136381434
  N   first omitted term   error Z - S_N   error/term
   1  -1.5000e-02  -1.3864e-02  0.9242
   2  +1.3125e-03  +1.1364e-03  0.8658
   3  -2.1656e-04  -1.7612e-04  0.8132
   5  -1.7050e-05  -1.2343e-05  0.7239
   8  +1.8591e-06  +1.1532e-06  0.6203
  12  +6.0784e-07  +3.1599e-07  0.5199
  13  -5.8422e-07  -2.9184e-07  0.4995
  14  +6.0822e-07  +2.9238e-07  0.4807
  20  +3.1272e-06  +1.2251e-06  0.3917
  30  +2.4483e-03  +7.3196e-04  0.2990
  40  +6.0741e+01  +1.4672e+01  0.2415
dominant x at order 1/(4g) = 7.0711; barrier top x = 7.0711
barrier height = 12.5000 (dimensionless)
cut-off integral at g = -0.02, |x| < L
  L =  8  value = 1.01662
  L = 10  value = 1.10105
  L = 12  value = 2.05955e+12
  L = 14  value = 1.41803e+39
best truncation: g, terms kept, index of smallest term, smallest term,
  error, sqrt(g/pi) exp(-1/(4g)), quotient of the last two
  0.050000   6   5 1.6651e-03 7.9592e-04 8.5004e-04 0.9363
  0.030000   9   9 4.5861e-05 2.2666e-05 2.3489e-05 0.9650
  0.020000  13  13 5.8422e-07 2.9184e-07 2.9734e-07 0.9815
  0.010000  26  25 1.5606e-12 7.7268e-13 7.8354e-13 0.9861
  0.007297  35  35 1.2678e-16 6.3163e-17 6.3755e-17 0.9907
```
